\section*{Longitudinal and transverse ion temperatures in a cold gas of equal mass}

\section*{Question}

I am working on an exercise about ions drifting through a neutral gas. The ions and neutrals have the same mass $M$, the gas is cold, the scattering is isotropic, and the collision frequency $\nu$ is constant. I am asked to show that the longitudinal and transverse thermal energies are
\[
kT_L=\tfrac59 Mv_d^2,\qquad kT_T=\tfrac29 Mv_d^2 ,
\]
where $v_d$ is the drift speed.

From the energy balance I find that the random energy equals the drift energy, so $kT_L+2kT_T=Mv_d^2$. The stated result satisfies this. But since the scattering is isotropic, I would share the random energy equally among the three axes and get $\tfrac13Mv_d^2$ for each. Where does the difference between the axes come from? And how far can I trust these numbers for ions in a real discharge tube?

\section*{Answer}

Your energy balance is right, but the equal sharing is not. The field changes only the energy of motion along its own direction, and on average it adds energy there. (An ion scattered backwards first loses some.) The other two axes gain energy only through collisions. A single collision does not share the energy equally: the scattering is isotropic in the centre-of-mass frame, which itself moves at half the ion's velocity, so an ion keeps part of its old motion. Losing that memory would not by itself make the axes equal, as the charge-exchange case near the end shows.

\subsection*{What one collision does}

Let the field point along $z$ and give an ion of charge $q$ the acceleration $a=qE/M$. The field is steady and uniform, collisions are elastic, and ions are neither created nor lost. The temperatures are defined as velocity variances,
\begin{equation}
kT_L=M\left(\langle v_z^2\rangle-v_d^2\right),\qquad
kT_T=M\langle v_x^2\rangle,\qquad v_d=\langle v_z\rangle ,
\end{equation}
with no assumption that the distribution is Maxwellian.

An ion of velocity $\mathbf v$ meets a neutral at rest. The centre of mass moves at $\mathbf v/2$, and in its frame the ion has speed $v/2$, where $v=|\mathbf v|$. An elastic collision keeps that speed and changes the direction to a random unit vector $\mathbf n$:
\begin{equation}
\mathbf v'=\frac{\mathbf v}{2}+\frac{v}{2}\,\mathbf n .
\end{equation}
For isotropic $\mathbf n$, $\overline{n_i}=0$ and $\overline{n_i^2}=1/3$, where the bar is the average over scattering directions. Squaring one component and averaging removes the cross term, so
\begin{equation}
\overline{\mathbf v'}=\frac{\mathbf v}{2},\qquad
\overline{v_i'^2}=\frac{v_i^2}{4}+\frac{v^2}{12}.
\label{eq:coll}
\end{equation}
The first term of the second average is the memory of the old direction. The second is the part shared equally.

\subsection*{The balances}

The mean of any function $\varphi(\mathbf v)$ changes through acceleration and through collisions. In the steady state the two cancel:
\begin{equation}
a\left\langle\frac{\partial\varphi}{\partial v_z}\right\rangle
=\nu\left\langle\varphi(\mathbf v)-\overline{\varphi(\mathbf v')}\right\rangle .
\label{eq:bal}
\end{equation}
Here $\nu$ stands outside the average because it does not depend on speed. That is what lets the equations below close.

For $\varphi=v_z$, equation (\ref{eq:bal}) gives $a=\nu(v_d-v_d/2)$, hence
\begin{equation}
v_d=\frac{2a}{\nu}.
\label{eq:drift}
\end{equation}

Now write $A_i=\langle v_i^2\rangle$ and $S=\langle v^2\rangle=A_x+A_y+A_z$. For $\varphi=v_z^2$ the left side is $2av_d$, and dividing by $\nu$ gives $2av_d/\nu=v_d^2$ by (\ref{eq:drift}). For $\varphi=v_x^2$ the left side is zero. With (\ref{eq:coll}),
\begin{align}
\tfrac34A_z-\tfrac1{12}S&=v_d^2,\label{eq:z}\\
\tfrac34A_x-\tfrac1{12}S&=0,\label{eq:x}
\end{align}
and $A_y=A_x$ by symmetry. Adding the three axes gives
\begin{equation}
\left(\tfrac34-\tfrac3{12}\right)S=\tfrac12S=v_d^2
\quad\Rightarrow\quad S=2v_d^2 .
\end{equation}
This is your energy balance: half of $S$ is drift and half is random motion. Putting $S$ back into (\ref{eq:x}) and (\ref{eq:z}),
\begin{align}
A_x&=\tfrac43\cdot\tfrac16v_d^2=\tfrac29v_d^2,\\
A_z&=\tfrac43\left(1+\tfrac16\right)v_d^2=\tfrac{14}9v_d^2 .
\end{align}
Subtracting the squared drift from $A_z$ leaves $\tfrac{14}9-1=\tfrac59$, so
\begin{equation}
\boxed{kT_L=\tfrac59Mv_d^2,\qquad kT_T=\tfrac29Mv_d^2 .}
\end{equation}

A particle simulation of this model, following individual flights and collisions, gave $0.5556\pm0.0007$ and $0.2222\pm0.0002$ for the two fractions (standard errors).

\subsection*{Two temperatures, but not a Maxwellian}

The third moments show that the distribution is not a Maxwellian shifted by $v_d$. Averaging over $\mathbf n$, with odd powers of its components vanishing,
\begin{align}
\overline{v_z'^3}&=\tfrac18\left(v_z^3+3v_z\frac{v^2}{3}\right)
=\tfrac18\left(v_z^3+v_zv^2\right),\\
\overline{v_z'v'^2}&=\frac{v^2}{4}\,
\overline{(v_z+vn_z)\left(1+\frac{\mathbf v\cdot\mathbf n}{v}\right)}
=\frac{v^2}{4}\left(v_z+\frac{v_z}{3}\right)=\frac{v_zv^2}{3}.
\end{align}
The second line uses $v'^2=\tfrac12v^2(1+\mathbf v\cdot\mathbf n/v)$. Let $Q=\langle v_zv^2\rangle$ and $C=\langle v_z^3\rangle$. Since $\partial(v_zv^2)/\partial v_z=v^2+2v_z^2$ and $a/\nu=v_d/2$, the balances are
\begin{align}
\tfrac23Q&=\tfrac12\left(2+\tfrac{28}9\right)v_d^3
&&\Rightarrow\quad Q=\tfrac{23}6v_d^3,\\
\tfrac78C-\tfrac18Q&=\tfrac32\cdot\tfrac{14}9v_d^3
&&\Rightarrow\quad C=\tfrac{45}{14}v_d^3 .
\end{align}
The third central moment is therefore
\begin{equation}
C-3v_dA_z+2v_d^3=\left(\tfrac{45}{14}-\tfrac{14}3+2\right)v_d^3=\tfrac{23}{42}v_d^3 .
\end{equation}
Divided by $(5/9)^{3/2}v_d^3$, this is a skewness of 1.32. A Maxwellian has zero. The positive sign means a longer tail on the fast side.

\subsection*{If the gas is not quite cold}

Let the neutrals have a Maxwellian velocity $\mathbf V$ with $\langle V_i^2\rangle=s=kT_g/M$. At constant $\nu$ the collision partner is an unbiased sample of the gas, so $\mathbf V$ and $\mathbf v$ are uncorrelated. The velocity after the collision is $\mathbf v'=(\mathbf v+\mathbf V)/2+|\mathbf v-\mathbf V|\mathbf n/2$, and
\begin{equation}
\langle v_i'^2\rangle=\frac{A_i+s}{4}+\frac{S+3s}{12}
=\frac{A_i}{4}+\frac{S}{12}+\frac s2 .
\end{equation}
The drift is unchanged because $\langle\mathbf V\rangle=0$. The term $s/2$ enters each second-moment balance, and their sum becomes $\tfrac12S=v_d^2+\tfrac32s$. Then
\begin{equation}
A_x=\tfrac43\left(\frac{2v_d^2+3s}{12}+\frac s2\right)=\tfrac29v_d^2+s ,
\end{equation}
and $A_z=S-2A_x=\tfrac{14}9v_d^2+s$. In this model the gas temperature simply adds to both ion temperatures. ``Cold'' means that $kT_g$ is small compared with $\tfrac29Mv_d^2$, the smaller of the two.

\subsection*{Numbers for a discharge tube}

Take the positive column of a dc processing discharge near 1~Torr, with round model values: mass 30~u for both particles, gas at 400~K, axial field 30~V/cm, and a collision rate coefficient of $6\times10^{-10}$~cm$^3$/s. The ideal-gas density is $2.414\times10^{16}$~cm$^{-3}$, so
\begin{align}
\nu&=(2.414\times10^{16})(6\times10^{-10})\ \mathrm{s^{-1}}
=1.448\times10^7\ \mathrm{s^{-1}},\\
v_d&=\frac{2a}{\nu}=\frac{2(9.649\times10^9)}{1.448\times10^7}\ \mathrm{m/s}
\approx1.33\times10^3\ \mathrm{m/s}.
\end{align}
Because $M=qE/a$ and $v_d=2a/\nu$, one may write $Mv_d^2=qE\,(2v_d/\nu)$. The length $2v_d/\nu$ is 0.184~mm, and over it the field of 30~V/cm supplies 0.552~eV. Thus
\begin{align}
kT_L&=\tfrac59(0.552\ \mathrm{eV})=0.307\ \mathrm{eV}\quad(\text{about }3560\ \mathrm K),\\
kT_T&=\tfrac29(0.552\ \mathrm{eV})=0.123\ \mathrm{eV}\quad(\text{about }1420\ \mathrm K).
\end{align}
The gas contributes $kT_g=0.034$~eV, which is 11\% of the first value and 28\% of the second. Adding it gives 0.341 and 0.157~eV. At fixed gas density and rate coefficient, $Mv_d^2$ scales as $E^2$. Halving the field would bring the cold-gas $kT_T$ down to 0.031~eV, below $kT_g$, and the gas could no longer be called cold.

The same length $2v_d/\nu$ tells you whether a local steady state is reasonable. For ions starting from rest, $d\langle v_z\rangle/dt=a-\tfrac12\nu\langle v_z\rangle$, so $\langle v_z\rangle=v_d(1-e^{-\nu t/2})$. The drift approaches its final value with time constant $2/\nu$, during which an ion at full drift speed covers 0.184~mm. The random energy lags behind. With $\tau=\nu t/2$, the balances give it as a fraction $1-2\tau e^{-\tau}-e^{-2\tau}$ of its final value, which is 13\% at $\tau=1$ and 93\% at $\tau=5$. Five of these lengths make 0.92~mm, still under 5\% of a 2~cm tube radius.

\subsection*{How far to trust this in a real tube}

The pressure and gas temperature are roughly typical. The rate coefficient is on the low side: for a mass of 30~u and a neutral polarizability of 1.7~\AA$^3$, the polarization attraction alone gives about $8.7\times10^{-10}$~cm$^3$/s for momentum transfer in the standard polarization limit (the value depends by about 10\% on how the captured orbits scatter; taking them as isotropic gives $9.5\times10^{-10}$). That would roughly halve $Mv_d^2$ and bring the cold-gas $kT_T$ down to about 0.06~eV, less than twice $kT_g$. The reduced field, $E/N=124$~Td, follows from the chosen round values and not from a discharge balance, so use the measured field of your own tube. The assumption I would question first is the scattering law.

\paragraph{Charge exchange.} An ion in its parent gas can take an electron from a neutral in a distant, glancing encounter. The new ion then starts almost at rest. (Exchange during an isotropic collision merely replaces $\mathbf n$ by $-\mathbf n$ and changes nothing.) Let a fraction $f$ of collisions give $\mathbf v'=0$. In cold gas the momentum balance is
\begin{equation}
a=\nu v_d\left(1-\frac{1-f}{2}\right)=\frac{1+f}{2}\,\nu v_d ,
\end{equation}
so the source term $2av_d/\nu$ becomes $(1+f)v_d^2$. Summing the energy balances gives $\tfrac12(1+f)S=(1+f)v_d^2$, hence again $S=2v_d^2$. The transverse balance is
\begin{equation}
A_x-(1-f)\left(\frac{A_x}{4}+\frac{v_d^2}{6}\right)=0
\quad\Rightarrow\quad
\frac{kT_T}{Mv_d^2}=\frac{2(1-f)}{3(3+f)},
\end{equation}
and $kT_L=Mv_d^2-2kT_T$. For $f=1$ all the random energy is longitudinal. For an illustrative $f=0.3$, with $E$ and the total $\nu$ held fixed, $v_d$ falls to 1025~m/s, $kT_L$ to 0.234~eV and $kT_T$ to 0.046~eV. The last is 62\% below the isotropic cold-gas value. These formulas keep $\nu$ constant, whereas real resonant exchange has a cross-section that changes only slowly with speed. With a constant cross-section, $kT_L/Mv_d^2$ is about 0.43 rather than 0.72 at $f=0.3$, and $\pi/2-1=0.57$ rather than 1 at $f=1$, so read them as showing the trend, not the size.

\paragraph{Speed-dependent collisions.} If the cross-section is constant, rather than the collision frequency, $\nu$ grows with speed and equation (\ref{eq:bal}) no longer closes. A simulation with isotropic scattering in cold gas gave $kT_L=0.34\,Mv_d^2$ and $kT_T=0.22\,Mv_d^2$, each relative to that model's own drift speed. The longitudinal fraction drops by 38\%, while the transverse one changes by less than 1\%. The equality of drift and random energy is lost too.

\paragraph{Smaller or unsized effects.} The radial ambipolar field has the scale $T_e/(eR)$, which is 1.5~V/cm for $T_e=3$~eV and $R=2$~cm. Its average over the ions is larger: for a simple diffusion profile, with density proportional to $J_0(2.405\,r/R)$, it is about 4.2~V/cm, or 14\% of the axial field. Energies depend on the square of the field, and the mean square is dominated by the region near the wall: the rms value is about 4.4~V/cm out to $0.9R$ and 7~V/cm out to $0.99R$, and it keeps growing slowly as the wall is approached. About 8\% of the ions see a radial field above 30\% of the axial one. The effect is small near the axis but not near the wall, and this treatment does not apply in the sheath. The mean collision energy in the centre-of-mass frame is $\tfrac12(M/2)S=\tfrac12Mv_d^2=0.28$~eV in cold gas. The motion of the gas adds $\tfrac32kT_g$, which makes it 0.33~eV at 400~K. That is comparable with the vibrational quantum of N$_2$, about 0.29~eV, and far above its rotational spacings (rotational constant about 0.25~meV), so in a molecular gas rotational excitation is open in almost every collision and vibrational excitation in some; I have not estimated either loss.

For a real tube, then, the fractions $5/9$ and $2/9$, with $kT_g$ added to each temperature, are a reasonable first estimate when the masses are equal, the scattering is close to isotropic, glancing charge exchange is weak and $\nu$ varies little over the ion speeds present. Otherwise you need the actual cross-sections. This applies in particular to an ion in its parent gas whenever charge exchange is strong. The numerical output below lists the inputs and main results of the worked example, and also a case with some heavier neutrals.

\section*{Values computed for the example and the checks}
\begin{verbatim}
TESTS (simulation, with standard error)
kT_L/(M vd^2): 0.5556 +- 0.0007, formula 0.5556
kT_T/(M vd^2): 0.2222 +- 0.0002, formula 0.2222
third central moment/vd^3: 0.5484 +- 0.0030, formula 0.5476
skewness of vz from formula: 1.322
mean vz/vd at nu t = 2, from rest: 0.6315 +- 0.0006, formula 0.6321
EXAMPLE, inputs
ion and neutral mass: 30 u
pressure: 1 Torr
gas temperature: 400 K
axial field: 30 V/cm
collision rate coefficient: 6e-10 cm3/s
electron temperature: 3 eV
tube radius: 2 cm
EXAMPLE, results
gas density: 2.414e+16 cm^-3
reduced field E/N: 124.3 Td
collision frequency: 1.448e+07 s^-1
acceleration: 9.649e+09 m/s2
drift speed: 1332 m/s
mobility: 4441 cm2/Vs
M vd^2: 0.5518 eV
kT_L, cold gas: 0.3066 eV
kT_T, cold gas: 0.1226 eV
T_L, cold gas: 3558 K
T_T, cold gas: 1423 K
NEGLECTED EFFECTS
kT_gas: 0.03447 eV
kT_gas / cold kT_L: 11.2 %
kT_gas / cold kT_T: 28.1 %
kT_L with warm gas: 0.3411 eV
kT_T with warm gas: 0.1571 eV
exchange, share of collisions 0.3, same E and nu:
  vd 1025 m/s; kT/(M vd^2): L 0.7172, T 0.1414
  kT_L 0.2342 eV, kT_T 0.0462 eV
neutrals of mass 2M, share of collisions 0.2, same E and nu:
  vd 1249 m/s; kT/(M vd^2): L 0.6416, T 0.2701
  kT_L 0.3112 eV, kT_T 0.1310 eV
constant cross-section, isotropic, cold gas, kT/(M vd^2):
  L 0.3445 +- 0.0003, T 0.2225 +- 0.0003
radial ambipolar field, Te/(e R): 1.5 V/cm
radial / axial field: 5.0 %
relaxation length 2 vd/nu: 0.1839 mm
relaxation length / radius: 0.92 %
mean centre-of-mass collision energy, cold gas: 0.2759 eV
\end{verbatim}
